# Flexural Frequency of a Free MoS2 Monolayer at One Inverse Nanometre

## Problem

A monolayer of MoS$_2$ hangs freely, without tension and without a substrate. Its bending rigidity is $\kappa = 10$ eV and its mass per area is $\rho = 3.07\times10^{-6}$ kg/m$^2$. Find the frequency of its flexural phonon at wavevector $q = 1$ nm$^{-1}$.

Two conventions fix the meaning of the question. The wavevector is $q = 2\pi/\lambda$, so the wavelength is $\lambda = 6.283$ nm. The frequency sought first is the angular frequency $\omega$, in rad/s; the cyclic frequency $f=\omega/2\pi$ and the phonon energy $\hbar\omega$ then follow. SI-based units are used, because Hartree units are unnatural for the areal density of a sheet.

## Hints

**Hint 1.** Describe the sheet by its height $h(x,y,t)$ above a flat reference plane. Which displacements of the whole sheet cost no energy? What does this say about the lowest derivative of $h$ that can appear in the elastic energy?

**Hint 2.** The crystal has threefold symmetry. Ask how an energy of fourth order in the wavevector may depend on direction, and whether one rigidity is enough.

**Hint 3.** Write the kinetic and elastic energies, vary the action, and insert a plane wave. Each Laplacian acting on the wave gives a factor $-q^2$.

**Hint 4.** Before inserting numbers, convert the rigidity to joules and check that $\kappa/\rho$ has the unit m$^4$/s$^2$.

## Full solution

### 1. The height can be treated alone

The semiconducting monolayer has a molybdenum plane midway between two sulphur planes. Reflection in the molybdenum plane is a symmetry of the flat crystal. It changes $h$ into $-h$ and leaves the in-plane displacement $\mathbf u$ of the sheet unchanged. A term in the energy proportional to a product of $h$ and $\mathbf u$, or of their derivatives, would change sign under this reflection, so it is forbidden. In the harmonic approximation, where the energy is kept to second order in displacements, $h$ therefore moves independently of $\mathbf u$.

The atoms inside the layer may still shift relative to one another when the sheet bends. At long wavelength they follow the bending, and $\kappa$ is understood as the rigidity after this internal relaxation.

### 2. The form of the elastic energy

For a periodic sheet, the harmonic energy is a sum over wavevectors,

$$E=\frac{\mathcal A}{2}\sum_{\mathbf q}F(\mathbf q)\,|h_{\mathbf q}|^2 ,$$

where $\mathcal A$ is the area and $h_{\mathbf q}$ are the Fourier amplitudes of $h$. Since $h$ is real, $|h_{-\mathbf q}|=|h_{\mathbf q}|$, and only the even part of $F$ contributes. We assume that $F$ can be expanded in powers of $\mathbf q$ up to fourth order. Then three kinds of term are possible:

- A constant term would make a uniform shift of $h$ cost energy. A free sheet can be translated at no cost, so this term is absent.
- A term of order $q^2$ corresponds to an energy quadratic in the slope. A rigid tilt of a tension-free sheet is a rotation and costs nothing, so this term is absent too.
- The first surviving term is of order $q^4$. It corresponds to an energy quadratic in second derivatives, that is, in curvature.

Let $\theta$ be the direction of $\mathbf q$. A homogeneous quartic polynomial in $q_x=q\cos\theta$ and $q_y=q\sin\theta$ has the form

$$F(\mathbf q)=q^4\sum_{m}c_m e^{im\theta},\qquad m=0,\pm2,\pm4 .$$

Rotation by $2\pi/3$ multiplies the coefficient $c_m$ by $e^{2\pi i m/3}$. Threefold symmetry requires the result to equal $c_m$, so $c_m$ vanishes unless $m$ is a multiple of three. Of the values listed, only $m=0$ qualifies. Hence

$$F(\mathbf q)=\kappa q^4 ,$$

with a single constant $\kappa$. Fourfold symmetry would not suffice for this, since it permits $m=\pm4$.

In real space, an isotropic energy quadratic in curvature can contain two terms:

$$E=\int\left[\frac{\kappa}{2}(\nabla^2h)^2+\kappa_G\left(h_{xx}h_{yy}-h_{xy}^2\right)\right]dA .$$

Subscripts on $h$ denote derivatives. The second term is the Gaussian curvature at small slope, with its own modulus $\kappa_G$. It does not affect the frequency, because it is a divergence:

$$\begin{aligned}
&\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy})\\
&\quad=h_{xx}h_{yy}+h_xh_{xyy}-h_{xy}^2-h_xh_{xyy}\\
&\quad=h_{xx}h_{yy}-h_{xy}^2 .
\end{aligned}$$

The integral of a divergence over a periodic sheet is zero. For a sheet with free edges the same term becomes an edge contribution and can alter the modes there; the present result refers to a wave far from any edge.

### 3. The equation of motion

The kinetic energy is that of vertical motion, $T=\frac12\rho\int(\partial_th)^2dA$. The action is

$$S=\int dt\int dA\left[\frac{\rho}{2}(\partial_th)^2-\frac{\kappa}{2}(\nabla^2h)^2\right].$$

Replace $h$ by $h+\delta h$ and keep the first order in $\delta h$:

$$\delta S=\int dt\int dA\left[\rho\,\partial_th\,\partial_t\delta h-\kappa\,\nabla^2h\,\nabla^2\delta h\right].$$

In the first term, one integration by parts in time moves the derivative from $\delta h$ to $\partial_th$ and changes the sign. The boundary term vanishes because $\delta h=0$ at the initial and final times. In the second term, two integrations by parts in space move the Laplacian from $\delta h$ to $\nabla^2h$. The two sign changes cancel, and periodicity removes the boundary terms. The result is

$$\delta S=-\int dt\int dA\left[\rho\,\partial_t^2h+\kappa\nabla^4h\right]\delta h .$$

Since $\delta h$ is arbitrary, the bracket must vanish:

$$\rho\,\partial_t^2h=-\kappa\nabla^4h .$$

### 4. The dispersion relation

Insert $h=A\cos(\mathbf q\cdot\mathbf r-\omega t)$. Two time derivatives give $\partial_t^2h=-\omega^2h$. One Laplacian gives $\nabla^2h=-q^2h$, and a second gives $\nabla^4h=(-q^2)^2h=q^4h$. The equation of motion becomes

$$-\rho\omega^2h=-\kappa q^4h .$$

Dividing by $-\rho h$ and taking the positive root, we obtain

$$\boxed{\omega=q^2\sqrt{\frac{\kappa}{\rho}}}$$

The quadratic dependence has a direct origin. The restoring force per area is $\kappa q^4h$, while the inertia per area does not depend on wavelength. Halving the wavelength makes the force sixteen times larger at the same amplitude, and the frequency four times larger.

The phase velocity is $\omega/q=q\sqrt{\kappa/\rho}$, and the group velocity is

$$\frac{d\omega}{dq}=2q\sqrt{\frac{\kappa}{\rho}}=2\,\frac{\omega}{q}.$$

A wave packet thus travels twice as fast as its crests, and both velocities go to zero at long wavelength.

### 5. The numbers

The rigidity in joules is

$$\kappa=10\times1.602177\times10^{-19}\ \text{J}=1.602177\times10^{-18}\ \text{J}.$$

A joule is kg m$^2$/s$^2$. Division by kg/m$^2$ therefore leaves m$^4$/s$^2$, as required:

$$\frac{\kappa}{\rho}=\frac{1.602177\times10^{-18}}{3.07\times10^{-6}}
=5.219\times10^{-13}\ \text{m}^4/\text{s}^2 .$$

Its square root is $7.224\times10^{-7}$ m$^2$/s. With $q^2=(10^9\ \text{m}^{-1})^2=10^{18}$ m$^{-2}$,

$$\omega=10^{18}\times7.224\times10^{-7}\ \text{rad/s}
=7.22\times10^{11}\ \text{rad/s}.$$

Division by $2\pi$ gives the cyclic frequency, and multiplication by $\hbar$ gives the phonon energy:

$$f=0.115\ \text{THz},\qquad \hbar\omega=0.48\ \text{meV}.$$

One oscillation lasts $1/f=8.70$ ps. The group velocity is $2\times10^9\times7.224\times10^{-7}$ m/s, or about 1440 m/s.

The wavevector convention matters here. If "one inverse nanometre" were read as $1/\lambda$, then $q$ would be larger by $2\pi$ and the formula would give a frequency larger by $(2\pi)^2\approx39$. The wavelength would then be 1 nm, where a long-wavelength theory is no longer a safe guide.

### 6. Two independent checks

The first check starts from the energy, not from the dispersion relation. The sheet is represented by heights on a periodic square grid with side $\lambda$, and the matrix of second derivatives of its energy, divided by the mass per grid cell, is diagonalised. Extrapolation from two grid spacings gives $7.2240\times10^{11}$ rad/s, against $7.2241\times10^{11}$ rad/s from the formula.

The second check follows the motion in time. A cosine ripple is released at rest, and the time until its crest first reaches zero height is a quarter of a period. Four times this interval is 8.704 ps, against 8.697 ps from the formula. This also confirms the factor $2\pi$ between $\omega$ and $f$. Both checks discretise the same continuum model with the given $\kappa$ and $\rho$. They test the algebra, the units and the arithmetic, not how well that model describes the crystal at this wavevector.

The small excess in the period comes from the grid. On points separated by $a$, the second difference of a cosine equals the cosine multiplied by

$$-\frac{4}{a^2}\sin^2\frac{qa}{2}\simeq-q^2\left(1-\frac{q^2a^2}{12}\right).$$

The frequency is proportional to the magnitude of this factor, so it is too low by the fraction $q^2a^2/12$. The calculation used 64 points per wavelength, hence $qa=2\pi/64=0.098$, and the fraction is $0.0008$. A period longer by 0.08 per cent is what the two values show. The full set of values is in the numerical output.

### 7. How far the result can be trusted

**Input data.** For small changes, the logarithm of the dispersion relation gives

$$\frac{\delta\omega}{\omega}=2\frac{\delta q}{q}+\frac12\frac{\delta\kappa}{\kappa}-\frac12\frac{\delta\rho}{\rho}.$$

A ten per cent change in $\kappa$ changes $\omega$ by about five per cent. The quoted digits therefore belong to the stated parameters, not to a measured crystal.

**Shorter wavelengths.** The formula is the leading term in $q$. One omitted effect is rotary inertia: when the sheet tilts, an atomic plane at height $z$ from the middle also moves sideways by $-z\nabla h$. This adds $\frac12\rho r^2|\nabla\partial_th|^2$ to the kinetic energy per area, where $r^2$ is the mass-weighted mean of $z^2$. The inertia $\rho$ becomes $\rho(1+q^2r^2)$, and $\omega$ falls by the fraction $q^2r^2/2$ when $qr$ is small. The length $r$ cannot exceed the distance from the middle plane to a sulphur plane, which is roughly 0.16 nm. At $q=1$ nm$^{-1}$ this reduction is therefore roughly one per cent or less. Elastic terms of order $q^6$ in $F$ give a relative correction of the same order in $q$; their size is not determined here.

**Large amplitudes.** A ripple of finite height also stretches the sheet, with a strain of order $|\nabla h|^2$, wherever in-plane displacements do not relieve it. (They relieve it completely in a rigid tilt, and also in a single static plane ripple $h(x)$ if the sheet is free to shorten: $\partial_xu_x=-\frac12h_x^2$ cancels the strain. Stretching remains when the edges are held, or when crossed waves give the sheet Gaussian curvature.) The stretching energy is quadratic in strain and thus quartic in $h$. The harmonic theory leaves it out, together with any shift of the frequency that thermal ripples cause through it.

**A substrate.** Suppose that a rigid support holds the sheet with an energy $\frac12 g h^2$ per area. This adds a force $-gh$, and the dispersion becomes $\omega^2=(\kappa q^4+g)/\rho$. The frequency no longer vanishes at $q=0$, and the free-sheet formula holds only where $\kappa q^4\gg g$.

## Variation 1: a sheet under tension

**Question.** The sheet is now held under an isotropic tension $\sigma$, with $\kappa$ and $\rho$ unchanged. What tension raises the frequency at $q=1$ nm$^{-1}$ by one per cent, and what tension makes stretching as important as bending?

**Solution.** A line element $dx$ on a surface of slope $h_x$ has length $\sqrt{1+h_x^2}\,dx\simeq(1+\frac12h_x^2)\,dx$. The same holds along $y$, so the work against the tension is

$$E_\sigma=\frac{\sigma}{2}\int|\nabla h|^2dA .$$

Its variation is $\sigma\int\nabla h\cdot\nabla\delta h\,dA=-\sigma\int\nabla^2h\,\delta h\,dA$. The force per area is minus the coefficient of $\delta h$, namely $+\sigma\nabla^2h$. Hence

$$\rho\,\partial_t^2h=-\kappa\nabla^4h+\sigma\nabla^2h .$$

For a plane wave this gives

$$\omega^2=\frac{\kappa q^4+\sigma q^2}{\rho}
=\omega_0^2\left(1+\frac{\sigma}{\kappa q^2}\right),$$

where $\omega_0$ is the tension-free frequency. The natural scale of tension is

$$\kappa q^2=1.602\times10^{-18}\times10^{18}\ \text{N/m}=1.602\ \text{N/m}.$$

At $\sigma=\kappa q^2$ the two terms are equal, and $\omega=\sqrt2\,\omega_0=1.02\times10^{12}$ rad/s. Diagonalisation of the grid energy with this tension gives the same value to the digits shown.

For a rise of one per cent we need $1+\sigma/(\kappa q^2)=1.01^2$, so

$$\sigma=0.0201\,\kappa q^2=0.0322\ \text{N/m}.$$

The grid calculation at this tension gives a frequency ratio of 1.01003.

Two limits follow. At wavevectors well below $\sqrt{\sigma/\kappa}$, tension dominates and $\omega\simeq q\sqrt{\sigma/\rho}$, which is linear in $q$. For $\sigma=0.0322$ N/m this crossover lies at $\sqrt{0.0201}$ nm$^{-1}$, or 0.14 nm$^{-1}$. A tension that hardly matters at the wavevector of the problem thus changes the law at long wavelength. Under compression $\sigma$ is negative, and $\omega^2$ becomes negative when $-\sigma>\kappa q^2$. The flat sheet is then unstable against a ripple of that wavevector. The threshold falls as $q^2$, so the longest wave that fits into the sheet is the first to become unstable.

## Variation 2: the lowest modes of a periodic square

**Question.** A tension-free sheet is described in a periodic square of side $L=6.283$ nm. What are its two lowest nonzero flexural frequencies, and how many modes has each?

**Solution.** Periodicity allows $\mathbf q=(2\pi/L)(m,n)$ with integers $m$ and $n$. Here $2\pi/L=1$ nm$^{-1}$, the wavevector of the problem. Since the frequency is proportional to $q^2$,

$$\omega_{mn}=(m^2+n^2)\,\omega_0,\qquad \omega_0=7.224\times10^{11}\ \text{rad/s}.$$

The mode $m=n=0$ is the uniform translation, with zero frequency. The smallest nonzero value of $m^2+n^2$ is 1. It occurs for $(\pm1,0)$ and $(0,\pm1)$, which gives four modes at $\omega_0$. In terms of real standing waves, these are a sine and a cosine along each axis.

The next value is 2, from the four combinations $(\pm1,\pm1)$. These waves run along the diagonals with $|\mathbf q|=\sqrt2$ nm$^{-1}$, and their frequency is

$$2\omega_0=1.44\times10^{12}\ \text{rad/s}.$$

The grid diagonalisation was tested for this doubling as well as for the fourfold lowest frequency.

The ratio of the two frequencies reveals which restoring force acts. With both bending and tension, replacing $q^2$ by $2q^2$ gives

$$\frac{\omega_{11}}{\omega_{10}}
=\sqrt{\frac{4\kappa q^4+2\sigma q^2}{\kappa q^4+\sigma q^2}},$$

where $q=2\pi/L$. The ratio is 2 for pure bending and tends to $\sqrt2$ when tension dominates. At $\sigma=\kappa q^2$ it is $\sqrt{6/2}=\sqrt3$. Within this model, which contains only bending and tension, a ratio below 2 therefore means a positive tension. For known $q$ the ratio determines $\sigma/\kappa$ without separate knowledge of $\kappa$ or $\rho$; to obtain $\sigma$ itself, $\kappa$ is needed. For a real sheet the rule has limits, because effects left out of the model also shift the ratio at zero tension. Rotary inertia alone gives $2\sqrt{(1+q^2r^2)/(1+2q^2r^2)}$. With two fifths of the mass in sulphur planes about 0.16 nm from the middle, $r\approx0.10$ nm, and at $q=1$ nm$^{-1}$ the ratio is 1.99, which would be misread as a tension of about 0.03 N/m. Elastic terms of order $q^6$ shift the ratio at the same order in $q$. A substrate gives $\sqrt{(4\kappa q^4+g)/(\kappa q^4+g)}$, which is also below 2. The ratio measures tension only for an unsupported sheet, and only when its departure from 2 is large compared with these short-wavelength corrections.

## Numbers as computed

```
bending rigidity kappa: 10.0 eV
areal density rho: 3.07e-06 kg/m^2
wavevector q: 1.0 1/nm
wavelength 2 pi/q: 6.283 nm
joules in one electronvolt: 1.602177e-19 J
kappa/rho: 5.2188e-13 m^4/s^2
sqrt(kappa/rho): 7.2241e-07 m^2/s
angular frequency omega: 7.2241e+11 rad/s
cyclic frequency f: 0.1150 THz
phonon quantum hbar omega: 0.4755 meV
omega from grid diagonalisation: 7.2240e+11 rad/s
period 1/f from formula: 8.697 ps
period from time integration: 8.704 ps
tension equal to kappa q^2: 1.602 N/m
omega at that tension, formula: 1.0216e+12 rad/s
omega at that tension, grid: 1.0216e+12 rad/s
tension raising omega by 1 percent: 0.0322 N/m
grid frequency ratio at that tension: 1.01003
```
